Lattice Green function of the seven-point Laplacian: origin value and cubic anisotropy

**Question**

I am writing a Poisson solver for isolated charges on a cubic grid of spacing h, with the usual seven-point Laplacian. To get boundary values I need the potential of a single charged grid point on an infinite grid.

In the continuum the Green function is 1/(4πr), which is useless at r = 0, yet the grid equation has a finite solution there. Far away my numerical solution approaches 1/(4πr), but grid points at the same distance in different directions do not have quite the same value. I tried expanding the Fourier integral in small k and got stuck on terms such as kₓ⁴/k⁴, whose Fourier integrals do not converge.

What is the value at the origin, and what is the leading direction-dependent correction at large distance?

**Answer**

**Setting up the integral**

Let the grid points be r = hn, with n a vector of three integers, and define

Δₕf(r) = h⁻² Σᵢ [f(r + heᵢ) + f(r − heᵢ) − 2f(r)].

We want the solution of −ΔₕG = δₙ₀/h³ that vanishes at infinity. The factor 1/h³ gives the source unit total weight. Writing G = g(n)/h puts a factor h⁻³ on both sides, which cancels:

6g(n) − Σ(six neighbours) g = δₙ₀.

Acting on a plane wave exp(ik·n), with k dimensionless, the left side multiplies it by

λ(k) = 2 Σᵢ (1 − cos kᵢ).

Therefore

g(n) = ∫ d³k/(2π)³ exp(ik·n)/λ(k), each kᵢ from −π to π.

Applying the difference operator cancels λ and leaves ∫ d³k/(2π)³ exp(ik·n) = δₙ₀, as required. Near k = 0 the integrand behaves as 1/k², which is integrable in three dimensions, so g(0) is finite. Integrability also makes g vanish at infinity, by the Riemann–Lebesgue lemma.

There is no other decaying solution. The difference of two would equal the average of its six neighbours at every point. If it were nonzero somewhere, its largest absolute value would be attained at some point. All neighbours would then share that value, and so would their neighbours, out to infinity, which contradicts the decay.

**The origin**

At n = 0 the integrand is even in each kᵢ, so the integral can be restricted to 0 < kᵢ < π:

g(0) = W/2, W = π⁻³ ∫ d³k/(3 − cos kₓ − cos k_y − cos k_z).

W is Watson's integral for the simple cubic lattice. To get a number, first integrate over k_z. With a = 6 − 2cos kₓ − 2cos k_y, the denominator is λ = a − 2cos k_z. Substitute s = tan(k_z/2), so that cos k_z = (1 − s²)/(1 + s²) and dk_z = 2ds/(1 + s²):

(1/π)∫₀^π dk_z/(a − 2cos k_z)
= (1/π)∫₀^∞ 2ds/[(a − 2) + (a + 2)s²]
= 1/√(a² − 4).

The remaining integrand is symmetric in kₓ and k_y. Take twice the triangle k_y < kₓ and put k_y = ukₓ:

g(0) = (2/π²) ∫₀^π dkₓ ∫₀¹ du kₓ/√(a² − 4).

For small kₓ, a − 2 ≈ kₓ²(1 + u²) and a + 2 ≈ 4. The integrand tends to 1/(2√(1 + u²)), so the singularity is gone and ordinary quadrature works. It gives

g(0) = 0.252731, G(0) = 0.252731/h, W = 0.505462.

A second route, valid for every n, uses 1/λ = ∫₀^∞ exp(−λt)dt. The three k integrals then separate. Since (1/2π)∫exp(ikn + 2t cos k)dk over a period is the modified Bessel function Iₙ(2t),

g(n) = ∫₀^∞ dt Πᵢ exp(−2t) I_{nᵢ}(2t).

The numerical check finds the same g(0) by both routes. The nearest-neighbour value follows from the difference equation at the origin: all six neighbours are equivalent, so 6g(0) − 6g(1,0,0) = 1 and g(1,0,0) = g(0) − 1/6 = 0.086064.

**Which part of k-space controls large distances**

Set h = 1 for now, so r = |n|. Write Q₄ = Σkᵢ⁴ and Q₆ = Σkᵢ⁶. The cosine series gives

λ = k² − Q₄/12 + Q₆/360 − …
= k²(1 − ε), ε = Q₄/(12k²) − Q₆/(360k²) + …

Using 1/(1 − ε) = 1 + ε + ε² + … and collecting powers of k,

1/λ = 1/k² + Q₄/(12k⁴) + [Q₄²/(144k⁶) − Q₆/(360k⁴)] + O(k⁴).

The displayed terms have degrees −2, 0 and 2 in k. Call their sum A(k). It cannot be integrated term by term over all k, which is the obstacle you met. Instead, choose a smooth cutoff χ(k) that is 1 near k = 0 and 0 near the zone boundary, and split

1/λ = χA + R.

R is periodic and smooth except at k = 0, where it is O(k⁴) and its sixth derivatives are O(k⁻²), still integrable. Integrate by parts six times along the axis with the largest |nᵢ|, which is at least r/√3. R then contributes O(r⁻⁶).

Replacing χA by A changes the transform by that of (1 − χ)A. This function is smooth everywhere, and each derivative lowers its growth at large k by one power. After enough derivatives it is integrable, so repeated integration by parts shows that its transform, understood as a distribution, falls faster than any power of 1/r. The large-r expansion is therefore given by the distributional transforms of the terms in A.

**Transforming the terms**

The first term gives 1/(4πr), because −Δ[1/(4πr)] = δ(r).

For the second, use the function r itself. From the radial Laplacian, Δr = 2/r, hence Δ²r = −8πδ(r). In Fourier space Δ² is multiplication by k⁴, so the transform of r equals −8π/k⁴ for k ≠ 0. Each ∂ᵢ becomes ikᵢ, and i⁴ = 1, so

kᵢ⁴/k⁴ ↔ −∂ᵢ⁴r/(8π).

Could the two sides differ by something concentrated at k = 0? That would be δ(k) or its derivatives, which have degree −3 or lower under scaling of k. Both sides have degree 0, so no such term is possible. The right side may contain a δ(r), but this does not matter for r > 0.

The correction is therefore

g₁ = −(1/96π) Σᵢ ∂ᵢ⁴r.

Differentiate along x:

∂ₓr = x/r
∂ₓ²r = 1/r − x²/r³
∂ₓ³r = −3x/r³ + 3x³/r⁵
∂ₓ⁴r = −3/r³ + 18x²/r⁵ − 15x⁴/r⁷.

Sum over the three axes, with Σxᵢ² = r² and S = (x⁴ + y⁴ + z⁴)/r⁴:

Σᵢ∂ᵢ⁴r = (−9 + 18 − 15S)/r³ = (9 − 15S)/r³.

Thus g₁ = (15S − 9)/(96πr³) = (5S − 3)/(32πr³). To restore h, replace r by r/h and divide by h:

G(r) = 1/(4πr) + h²(5S − 3)/(32πr³) + O(h⁴/r⁵).

**What the correction looks like**

S runs from 1/3 on a body diagonal to 1 on an axis. The correction is +h²/(16πr³) on the axes and −h²/(24πr³) on the body diagonals, and it vanishes where S = 3/5.

Its spherical average is zero. The polynomial r⁴(5S − 3) = 5Σxᵢ⁴ − 3r⁴ has Laplacian 60r² − 60r² = 0, so its average over a sphere equals its value at the centre, which is zero. Being harmonic and of degree four, it has pure l = 4 angular dependence. At this order the grid changes the potential's direction dependence but not its average over a sphere.

The remainder comes from the bracket of degree 2. Since Δ³r³ = −96πδ(r), the transform of r³ is 96π/k⁶ for k ≠ 0. With i⁶ = −1 for the sixth derivatives, the next term is

h⁴[(Σ∂ᵢ⁴)²r³/(13824π) − Σ∂ᵢ⁶r/(2880π)],

which scales as h⁴/r⁵. The numerical check confirms this term in three directions at about 30 spacings.

The expansion requires r ≫ h. At the nearest neighbour the true g is 0.0861. The monopole term gives 0.0796 and the corrected formula 0.0995, so there the correction makes matters worse. At two spacings along the axis it already helps: the true value is 0.0429, against 0.0398 without and 0.0423 with the correction.

**Numbers for a unit charge**

In Hartree atomic units −Δφ = 4πρ, so a charge q has φ = 4πqG. Take q = 1 and h = 0.30 bohr. At the charge,

φ(0) = 4π × 0.252731/0.30 = 10.586 hartree/e (288.07 V).

This grows as 1/h when the grid is refined. It is the grid's representation of a point charge, not an approximation to a finite continuum value.

Now compare four sites at the same distance, 9h = 2.70 bohr, where the continuum potential is 0.37037 hartree/e. The predicted shift is

h²(5S − 3)/(8r³) = 0.09(5S − 3)/(8 × 19.683) = 0.5716 × 10⁻³ (5S − 3) hartree/e.

In units of 10⁻³ hartree/e:

(9,0,0): S = 1.000, predicted 1.143, actual 1.188
(8,4,1): S = 0.663, predicted 0.181, actual 0.177
(7,4,4): S = 0.444, predicted −0.446, actual −0.460
(6,6,3): S = 0.407, predicted −0.550, actual −0.551

The formula reproduces each shift to within 4% of its actual value. Differences of this kind are present even on an infinite grid; in a finite box, approximate boundary values add an error of their own, treated next.

**Using it for boundary values**

Suppose you solve in a finite box with approximate values of G on its faces. The error inside obeys the difference equation without a source, so each value is the average of its neighbours. By the argument used for uniqueness, its largest magnitude cannot exceed the largest error on the boundary.

For the same charge at the centre of a cube of half-width 16h = 4.80 bohr, the errors relative to the infinite grid are, in hartree/e:

zero boundary values: largest on boundary 0.21, at the charge −0.18
1/(4πr): largest on boundary 2.1 × 10⁻⁴, at the charge −3.9 × 10⁻⁵
with the correction: largest on boundary 2.4 × 10⁻⁶, at the charge −1.0 × 10⁻⁷

For several grid charges, add their contributions, measuring r and S from each charge. The boundary must be many spacings from all of them. The coefficients belong to the seven-point stencil with equal spacings; another stencil has a different λ(k), and its expansion must be worked out afresh.

Calculated quantities

```
ORIGIN (dimensionless g = h G)
g(0), time integral            = 0.2527310099
g(0), Brillouin-zone integral  = 0.2527310099
Watson integral W, closed form = 0.5054620197
W/2                            = 0.2527310099
g(1,0,0)                       = 0.0860643432
AXIS: n, g, 1/(4 pi n), with correction (dimensionless)
  1 0.086064343 0.079577472 0.099471839
  2 0.042889315 0.039788736 0.042275532
  3 0.027545130 0.026525824 0.027262652
  5 0.016101075 0.015915494 0.016074649
 10 0.007978262 0.007957747 0.007977642
 20 0.003981379 0.003978874 0.003981360
DIRECTIONS: site, n^3*(g-monopole), predicted (dimensionless)
(30, 0, 0) 0.019958 0.019894
(20, 20, 0) -0.004939 -0.004974
(17, 17, 17) -0.013270 -0.013263
REMAINDER: site, n^5*(g-two terms), predicted (dimensionless)
(30, 0, 0) 0.05765 0.05720
(20, 20, 0) 0.02786 0.02782
(17, 17, 17) -0.00649 -0.00663
axis remainder ratio, n=15 to n=30 = 32.81
UNIT CHARGE ON THE GRID
spacing h                  = 0.30 bohr
on-site potential          = 10.58637 hartree/e
same, converted            = 288.070 V
common distance 9h         = 2.70 bohr
continuum potential there  = 0.3703704 hartree/e
site, S, grid potential (hartree/e),
  shift from continuum and predicted shift (1e-3 hartree/e)
(9, 0, 0) 1.0000 0.3715585 1.1881 1.1431
(8, 4, 1) 0.6635 0.3705471 0.1767 0.1814
(7, 4, 4) 0.4440 0.3699108 -0.4595 -0.4459
(6, 6, 3) 0.4074 0.3698193 -0.5511 -0.5504
BOX half-width = 16 h = 4.80 bohr
boundary values, error at charge, largest error inside,
  largest error on boundary (all hartree/e)
zero      -1.822e-01 2.021e-01 2.085e-01
monopole  -3.928e-05 1.565e-04 2.058e-04
corrected -1.022e-07 1.481e-06 2.351e-06
```
